Lattice Contribution to the In-Plane Sheet Polarizability of Monolayer hBN

**Problem**

A free-standing monolayer of hexagonal boron nitride lies in the plane z = 0. When a static electric field is applied along the sheet, the boron and nitrogen sublattices move in opposite directions and give the sheet a dipole moment. The data are

- in-plane Born charge: +2.7 e on B and −2.7 e on N;
- wavenumber of the transverse optical (TO) mode at long wavelength: 1370 cm⁻¹;
- lattice constant: a = 2.50 Å;
- atomic masses: 10.81 u for B and 14.007 u for N.

(a) Find the lattice contribution to the static in-plane sheet polarizability, as a length in Gaussian units.

(b) Explain why the TO frequency is the right one to use, and find what happens to the longitudinal optical (LO) mode at a wavelength of 10 nm.

(c) Compare the lattice part with the electronic part, and find how field strength, temperature and frequency change the answer.

**Conventions**

Let P be the dipole moment per unit area and E the total macroscopic field in the plane, which includes the field made by the polarized sheet itself. The sheet susceptibility χ is defined by

P = ε0 χ E.

Since P is a dipole per area and not per volume, χ is a length. No layer thickness is needed.

In Gaussian units the definition is P = α E, and a squared charge is e²/(4πε0) when expressed through SI quantities. The ratio P/E is proportional to a squared charge, so the two lengths are related by

α = χ/(4π).

A third length, r = χ/2 = 2πα, will appear in the screening of non-uniform fields. These are three ways of stating one response, and a quoted number has meaning once its convention is named.

**First estimate by scaling**

A field E pulls on an ion with a force of order ZeE, where Z = 2.7. The restoring stiffness is of order Mω², where M is a typical atomic mass and ω is the optical frequency. The displacement is therefore of order ZeE/(Mω²). Multiplying by the charge Ze gives a dipole, and dividing by an area of order a² gives P:

χ ~ Z²e²/(ε0 M ω² a²).

The frequency follows from the wavenumber:

ω = 2πc × (1.370 × 10⁵ m⁻¹) = 2.58 × 10¹⁴ rad/s.

With M ≈ 12 u = 2.0 × 10⁻²⁶ kg, the stiffness is about 1.3 × 10³ N/m. The other factors are Z²e² = 1.87 × 10⁻³⁷ C² and a² = 6.25 × 10⁻²⁰ m². The result is χ ~ 2.5 Å, or

α ~ 0.2 Å.

Scaling cannot say which combination of the two masses belongs in the stiffness, nor which multiple of a² is the area per dipole. Both questions are settled by solving the model.

**Exact solution of the harmonic model**

*The energy of one cell.* Hold the size and shape of the cell fixed. A uniform field then moves all B atoms by u_B and all N atoms by u_N. A rigid shift of the whole crystal costs no energy and, because the cell is neutral, makes no dipole. Only the relative displacement

s = u_B − u_N

can then matter. To second order in s and E, the energy of one cell of area A is

F = ½ K s² − Ze s·E − ½ ε0 A χ_el E².

The first term is the elastic cost at zero macroscopic field. The second couples the displacement to the field. The third is the response of the electrons with the ions held in place.

Two scalars, K and Z, suffice because of symmetry. The stiffness is in general a symmetric 2 × 2 matrix. If its two eigenvalues differed, each would have a single axis; but a rotation by 120° must carry an axis into another axis with the same eigenvalue. The eigenvalues are therefore equal. For the Born charge, the rotation also permits an antisymmetric part, and reflection in a line along a B–N bond removes it.

The dipole of the cell is minus the derivative of F with respect to E:

p = −∂F/∂E = Ze s + ε0 A χ_el E.

The force conjugate to s is

−∂F/∂s = −K s + ZeE.

The same coefficient Ze appears in both because both come from one mixed term in F. This is why the Born charge, defined as dipole per displacement at zero macroscopic field, also gives the force per field. It includes the electronic charge that flows as the ions move, so it need not equal a static ionic charge.

*Stiffness from the frequency.* The force acts on B, and its opposite acts on N:

m_B ü_B = −K s + ZeE,
m_N ü_N = +K s − ZeE.

Divide each equation by its mass and subtract the second from the first:

s̈ = (1/m_B + 1/m_N)(−K s + ZeE).

With the reduced mass defined by 1/μ = 1/m_B + 1/m_N, this becomes

μ s̈ = −K s + ZeE.

At E = 0 the solution oscillates at a frequency given by K = μω². Part (b) will show that the TO mode has no macroscopic field, so

K = μ ω_TO².

*Static response.* In a static field s̈ = 0, hence s = ZeE/K. The lattice part of P is Ze s/A, and division by ε0E gives

χ_lat = Z²e²/(ε0 μ ω_TO² A).

In Gaussian form,

α_lat = χ_lat/(4π) = Z²e²/(4πε0 μ ω_TO² A).

The total is χ_lat + χ_el, because the two parts of p add at fixed E.

*Numbers.* The primitive cell is a rhombus with sides a and an angle of 60°, so

A = (√3/2) a² = 5.413 Å².

The reduced mass is

μ = (10.81 × 14.007)/(10.81 + 14.007) u = 6.101 u = 1.013 × 10⁻²⁶ kg.

The stiffness is then

K = (1.013 × 10⁻²⁶ kg)(2.581 × 10¹⁴ s⁻¹)² = 675 N/m.

Inserting these values,

χ_lat = (1.87 × 10⁻³⁷ C²)/[(8.854 × 10⁻¹² F/m)(675 N/m)(5.413 × 10⁻²⁰ m²)] = 5.79 × 10⁻¹⁰ m.

This is 5.79 Å. Division by 4π gives the answer to part (a):

α_lat ≈ 0.46 Å.

The corresponding screening length is r_lat = χ_lat/2 = 2.89 Å.

*How many digits are meaningful.* The result varies as Z², ω_TO⁻² and a⁻². Suppose the inputs are uncertain by 0.05 in Z, 5 cm⁻¹ in the wavenumber and 0.005 Å in a. If all three errors act in the same direction, α_lat ranges from 0.44 to 0.48 Å. Most of this range comes from the Born charge. The value also assumes a cell of fixed size and shape. Monolayer hBN is piezoelectric, so a sheet with free edges is strained by a static uniform field, and this adds e₁₁²/(ε0 C₆₆) to χ, where e₁₁ is the piezoelectric coefficient and C₆₆ the in-plane shear modulus of the sheet. With C₆₆ ≈ 115 N/m the addition is about 3 % of χ_lat for e₁₁ = 1.4 × 10⁻¹⁰ C/m and about 14 % for e₁₁ = 2.9 × 10⁻¹⁰ C/m; reported values of e₁₁ span roughly this range.

*The role of mass.* The masses enter the formula only to recover K from a frequency. If the interatomic forces are kept fixed and the masses changed, ω_TO changes but μω_TO² does not. This was tested on a honeycomb lattice with nearest-neighbour bonds, whose stiffness was set so that its diagonalized TO mode lay at 1370 cm⁻¹. Relaxing the lattice in a weak field gave α_lat = 0.4605 Å along each of two perpendicular directions. Replacing the masses by 20 u and 5 u moved the mode to 1692 cm⁻¹, and the formula with these new values still agreed with the relaxed response.

**Comparison of the two results**

The scaling estimate gave 0.2 Å and the solution gives 0.46 Å. Their ratio can be traced factor by factor:

α_lat/α_scaling = (M/μ)(a²/A) = (12/6.10)(6.25/5.41) = 1.97 × 1.15 ≈ 2.3.

The larger factor is due to the mass. Both sublattices move, and for nearly equal masses the reduced mass is about half of one atomic mass. A given frequency therefore implies a stiffness only half as large as Mω², and a softer lattice polarizes more. If one atom were very heavy, μ would approach the mass of the light one, and the estimate made with that light mass would need no such correction. The smaller factor says that the rhombic cell has less area than a square of side a, so the dipoles are more densely packed.

The scaling argument does give the correct dependence on charge, frequency and lattice constant. Its error lies in two numerical factors that happen to act in the same direction.

**Why the TO frequency: non-uniform fields**

*The field of a polarization wave.* Consider a longitudinal wave, with polarization along x equal to P cos(qx). Its bound charge per area is

σ = −∂[P cos(qx)]/∂x = qP sin(qx).

Outside the sheet the potential obeys Laplace's equation, so a potential that varies as sin(qx) along the sheet must decay as exp(−q|z|):

φ = φ₀ sin(qx) exp(−q|z|).

The normal field is +qφ just above the sheet and −qφ just below it. Gauss's law sets the jump, 2qφ₀ sin(qx), equal to σ/ε0. Hence φ₀ = P/(2ε0), and the in-plane field at z = 0 is

E_x = −∂φ/∂x = −(q/(2ε0)) P cos(qx).

The field opposes the polarization and vanishes as q → 0. The reason is geometrical: at long wavelength the bound charges are far apart, and their field lines spread into the space around the sheet.

A transverse wave has its polarization along y while it varies along x. It has no bound charge and, in electrostatics, no macroscopic field. Its frequency therefore measures K at E = 0, which is the stiffness required in the static problem.

*The LO mode.* In the longitudinal wave both ions and electrons contribute to P. For the amplitudes,

E = −(q/(2ε0)) [Ze s/A + ε0 χ_el E].

Collecting the terms in E, with r_el = χ_el/2,

E (1 + q r_el) = −q Ze s/(2ε0 A).

Put this field into the equation of motion with s ∝ exp(−iωt), and cancel −s:

μω² = K + q Z²e²/[2ε0 A (1 + q r_el)].

Now divide by μ and use Z²e²/(2ε0 A μ) = ω_TO² χ_lat/2 = ω_TO² r_lat:

ω_LO² = ω_TO² [1 + q r_lat/(1 + q r_el)].

At q = 0 the LO and TO frequencies coincide. At small q the LO frequency rises linearly, with a slope set by r_lat. This electrostatic result holds for q well above ω/c ≈ 10⁻⁴ Å⁻¹, a condition met by a wide margin at 10 nm. The same length thus governs the static lattice polarizability and the initial slope of the LO branch.

For a wavelength of 10 nm, q = 0.0628 Å⁻¹. A rough typical value for the electronic screening length of the monolayer is r_el = 7 Å. Then q r_lat = 0.182 and 1 + q r_el = 1.44, so

ω_LO/ω_TO = √(1 + 0.182/1.44) = 1.061.

The LO mode lies near 1454 cm⁻¹, about 6 % above the TO mode. This calculation keeps K at its q = 0 value. Short-range forces add a dispersion whose natural scale is (qa)² ≈ 0.025, so the last digits of 1454 should not be relied on.

*Response to an applied field.* Let a static field with the same 10 nm period be applied along its own direction of variation. The total field is the applied field plus that of the sheet:

E = E_app − (q/(2ε0)) ε0 (χ_lat + χ_el) E.

Solving for E,

E/E_app = 1/[1 + q (r_lat + r_el)] = 1/(1 + 0.0628 × 9.89) = 0.62.

The polarizability itself has not changed, since it is defined with the total field. The dipole produced by a given applied field is smaller by the factor 0.62. For fields that vary slowly, q(r_lat + r_el) ≪ 1, this reduction disappears. It would be wrong to calculate the response at 10 nm by multiplying the applied field by α. The factor 0.62 belongs to a sheet of zero thickness without strain. Spreading the same χ over a layer 3.3 Å thick, for which q times the thickness is 0.2, raises it to 0.63–0.64, and the piezoelectric strain that a periodic field can produce lowers it by up to 0.01.

**Electronic part, field strength, temperature and frequency**

*Electronic part.* The rough value r_el = 7 Å corresponds to α_el = r_el/(2π) ≈ 1.1 Å. The total static polarizability is then about 1.6 Å, of which the lattice supplies roughly 29 %. The lattice part is a substantial correction to static screening, but it is not the whole of it.

*Field strength.* At 1 MV/cm, or 10⁸ V/m, the relative displacement is

s = ZeE/K = 6.4 × 10⁻⁴ Å.

This is small beside the bond length d = 1.443 Å. The lattice part of the sheet polarization is 5.1 × 10⁻¹³ C/m.

To find the first departure from linearity, describe each bond by a Morse potential of stiffness k. For an extension δ its energy is ½kδ²(1 − βδ) to third order, with β ≈ 2 Å⁻¹ as a rough value. Let B move by s towards one N neighbour. That bond has δ = −s. Each of the other two has

δ = s/2 + 3s²/(8d),

where the second term comes from motion across the bond. Adding the three energies and keeping terms up to s³,

F_bonds = (k/2)[(3/2)s² + (3/4)(β + 1/d)s³].

The quadratic term identifies K = 3k/2. Differentiation gives the force balance

K s [1 + (3/4)(β + 1/d)s] = ZeE.

To first order in the correction, the response changes by the fraction −(3/4)(β + 1/d)s₀, where s₀ = ZeE/K. At 10 MV/cm, ten times the field used above, s₀ = 6.4 × 10⁻³ Å and the predicted change is −1.3 %. Numerical relaxation of the same Morse lattice gives −1.27 %, and +1.32 % for the opposite field. The sign differs mainly because one direction compresses a bond head-on and the other stretches it, which is the β term. About a quarter of the effect is the 1/d term, which comes from motion across the other two bonds and remains even for harmonic bonds. Within this bond model, the linear formula remains good to about one per cent even at that field. The field serves here only to test linearity: it lies above the in-plane breakdown field reported for bulk hBN, which is a few MV/cm, so it should not be taken as a working condition.

*Temperature.* If one cell is treated as an independent oscillator of mass μ and frequency ω_TO, the zero-point spread of its s along one axis is √(ħ/(2μω_TO)) = 0.045 Å, much larger than the displacement at 1 MV/cm. This does not spoil the classical result. For a harmonic oscillator the potential energy in a field can be written

½Ks² − ZeEs = ½K(s − s₀)² − ½Ks₀².

The field shifts the centre of the well by s₀ without changing its shape. Every quantum state is shifted by the same amount, so the mean dipole is Zes₀ at any temperature. Thermal excitation of the optical mode is also slight: the phonon energy is 0.170 eV and the mean occupation at 300 K is 1.4 × 10⁻³. In a real crystal K, Z and a can vary with temperature, and the values for the temperature of use should then be inserted. The formula is then an approximation, because in an anharmonic crystal the measured frequency does not give exactly the static stiffness.

*Frequency.* For a field proportional to exp(−iωt), with damping neglected, the equation of motion gives (K − μω²)s = ZeE. Therefore

χ_lat(ω) = χ_lat/(1 − ω²/ω_TO²).

The lattice response rises by 0.06 % at 1 THz and by 6.3 % at 10 THz, relative to its static value in a cell of fixed size and shape. The extra static response of a sheet with free edges is not included, since the strain of a large sheet cannot follow so fast a uniform field. Near ω_TO damping must be included. Far above ω_TO the ions cannot follow the field, the lattice term tends to zero, and the electronic part remains. Static charges are therefore screened by both parts, while a disturbance much faster than the lattice vibration is screened by the electrons alone.

**The estimate beside a real sheet**

The Born charge, optical wavenumber and lattice constant used here are rough typical values for monolayer hBN. In a device the sheet is not free-standing, and this assumption matters most for non-uniform fields. If a uniform medium of relative permittivity κ fills both sides, Gauss's law replaces ε0 by κε0 in the field of the bound charge. At the 10 nm period, the ratio of total to applied field becomes 1/[1 + q(r_lat + r_el)/κ], where q(r_lat + r_el) = 0.0628 × 9.89 = 0.62. For an illustrative κ = 4 it is 0.87 instead of 0.62, with the applied field in the sheet and the sheet's own response held fixed. This treats the sheet as having no thickness. A real layer displaces the medium: for a thickness t the length χ is replaced, roughly, by χ − (κ − 1)t, and t = 3.3 Å raises the ratio at κ = 4 to about 0.92–0.93. A support may also alter the sheet through strain or bonding. A 1 % rise in ω_TO at fixed Z and a lowers α_lat by about 2 %, and a 1 % rise in Z at fixed ω_TO and a raises it by about 2 %. The remaining values behind these estimates are listed in the numerical output.

Values computed for the example and the checks

```
Born charge: 2.7 e
TO wavenumber: 1370 1/cm
lattice constant: 2.50 angstrom
mass of B: 10.81 u
mass of N: 14.007 u
reduced mass: 6.1013 u
reduced mass in SI: 1.0131e-26 kg
cell area: 5.4127 angstrom^2
TO angular frequency: 2.5806e+14 rad/s
stiffness K: 674.7 N/m
sheet susceptibility chi_lat: 5.787 angstrom
Gaussian polarizability alpha_lat: 0.4605 angstrom
same, computed in CGS: 0.4605 angstrom
same, relaxed lattice, x: 0.4605 angstrom
same, relaxed lattice, y: 0.4605 angstrom
lattice screening length r_lat: 2.894 angstrom
test masses: 20 and 5 u
TO wavenumber with test masses: 1692 1/cm
displacement at 1 MV/cm: 6.412e-04 angstrom
bond length: 1.443 angstrom
lattice sheet polarization at 1 MV/cm: 5.124e-13 C/m
alpha_lat, low end of input rounding: 0.439 angstrom
alpha_lat, high end of input rounding: 0.483 angstrom
rough electronic screening length: 7.0 angstrom
rough electronic alpha: 1.11 angstrom
rough total alpha: 1.57 angstrom
lattice share of total: 29 %
rough Morse parameter: 2.0 1/angstrom
response change at +10 MV/cm: -1.27 %
response change at -10 MV/cm: +1.32 %
response change at 1 THz: +0.059 %
response change at 10 THz: +6.30 %
phonon energy: 0.1699 eV
thermal occupation at 300 K: 1.40e-03
zero-point rms of u_B - u_N, one axis: 0.0449 angstrom
period of applied field: 10 nm
wavevector q: 0.06283 1/angstrom
total field / applied field at q: 0.617
LO wavenumber at q, no spring dispersion: 1454 1/cm
dispersion scale (q a)^2: 0.0247
```
